Depth Straggle of a Tilted Ion Implant, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one entry point to the depth profile

### What the cosine alone gets wrong

Ions enter a flat target along a beam tilted by 30° from the surface normal. Their stopping places scatter with a standard deviation of 25 nm along the beam and 18 nm across it. It is tempting to treat the tilt as a projection: multiply the mean range by cos 30°, multiply the spread along the beam by cos 30°, and draw a Gaussian. The mean depth comes out right. The width comes out as 25 × 0.8660 = 21.65 nm, and it is too small. The model's own width is 23.45 nm.

The difference matters most in the tail. With the beam fluence used below, the narrow profile falls to a background of 1×10¹⁷ cm⁻³ at a depth of 120.8 nm. The correct Gaussian reaches it at 125.2 nm, so the projected width places the crossing 4.3 nm too shallow. What the projection leaves out is that a displacement across a tilted beam is partly a displacement in depth.

### Setting and symbols

The point response is the probability density of stopping places for ions that all enter at one point of the surface. Distances are measured from that point. Let u be the displacement along the incoming beam, v the displacement across it in the plane that contains the beam and the surface normal, and w the displacement perpendicular to that plane. The basic model is a Gaussian with

⟨u⟩ = R_p, ⟨v⟩ = ⟨w⟩ = 0,

Var u = s_L², Var v = Var w = s_T²,

and no covariances. R_p is the mean range measured along the beam, s_L the longitudinal straggle and s_T the lateral straggle. A straggle is a standard deviation here, not a full width at half maximum.

The target is taken as amorphous and homogeneous. Its slowing and scattering then have no preferred direction of their own, and the beam is an axis of symmetry of the response. The response is that of an unbounded medium: an ion is followed as if the material continued behind the surface. This keeps the surface from disturbing the symmetry, at a price worked out in the second half. The profile is the one left by the implant, before any anneal.

### The simplest case, and two thin clouds

At zero tilt the depth z equals u. The mean depth is R_p and the depth variance is s_L². The lateral displacements move ions parallel to the surface and leave their depth alone.

Now tilt the beam by θ, and write C = cos θ and S = sin θ. Two artificial cases show separately what the two straggles do.

First let s_T = 0. All ions stop on the beam line, and a distance u along it lies at depth z = C u. The depth spread is C s_L, which is the projected width of the opening paragraph.

Next let s_L = 0. All ions travel the same distance R_p along the beam and stop on a disc perpendicular to it. The disc is tilted with respect to the surface, so one side lies deeper than the other. An ion displaced by v in the tilt plane has its depth changed by an amount of size S v. The depth spread is S s_T. This is the missing piece, and it is present even when the range along the beam does not scatter at all.

With both straggles present the two depth shifts act together. For the numbers above they have standard deviations of 21.65 nm and 18 × 0.5 = 9.00 nm. Whether they combine as a plain sum, as a sum of squares or in some other way depends on their correlation, so the geometry has to be written with its signs.

### The rotation

Let n be the unit vector pointing into the target along the surface normal. Let e be the unit vector along the surface, in the tilt plane, on the side towards which the beam travels. The beam direction is

b = C n + S e.

For the lateral direction in the same plane take

a = −S n + C e.

Their scalar product is −C S + S C = 0, and each has squared length C² + S² = 1, so they are perpendicular unit vectors. The in-plane displacement of an ion is

r = u b + v a.

The depth is z = r·n and the distance along the surface is x = r·e. Since b·n = C, a·n = −S, b·e = S and a·e = C,

z = C u − S v,

x = S u + C v.

The minus sign says that an ion displaced towards positive v ends up shallower. Reversing the direction chosen for a would change this sign, and it would also change the sign of any covariance between u and v, so no variance depends on the choice. The inverse relations follow from u = r·b and v = r·a:

u = S x + C z,

v = C x − S z.

The displacement w is parallel to the surface and does not enter the depth.

### Mean and variance

The mean of a sum is the sum of the means:

⟨z⟩ = C⟨u⟩ − S⟨v⟩ = C R_p.

Subtract this from z and write U = u − R_p for the deviation in range:

z − ⟨z⟩ = C U − S v.

Squaring gives

(z − ⟨z⟩)² = C² U² + S² v² − 2 S C U v.

Now average. By definition ⟨U²⟩ = Var u, ⟨v²⟩ = Var v and ⟨U v⟩ = Cov(u,v), so

Var z = C² Var u + S² Var v − 2 S C Cov(u,v).

Up to here nothing has been assumed about the shape of the response, beyond a zero mean of v and finite variances.

The last term vanishes by symmetry. In an amorphous, unbounded target, reflecting an ion's path through the plane v = 0 gives an equally probable path. The reflection keeps U and turns v into −v. Each contribution to ⟨U v⟩ therefore has a partner of equal weight and opposite sign, and Cov(u,v) = 0. What remains is

s_z² = s_L² C² + s_T² S².

The two depth shifts combine as squares because they are uncorrelated. In the example, 21.65² + 9.00² gives 23.45², while a plain sum would give 30.65 nm. Zero correlation is a weaker condition than independence. The lateral spread may depend on the range without harm to this equation, a freedom taken up in the second half.

### Limits, and a small-tilt comparison

At θ = 0 the result returns to s_L². With s_T = 0 or s_L = 0 it returns to the two thin clouds. If s_L = s_T, then s_z² = s_L²(C² + S²) = s_L² at every tilt, as it must be for a spherical cloud, which looks the same from every side. The projected width C s_L fails this last limit: it would make a sphere thinner when the beam is turned.

Replacing C² by 1 − S² gives a form that shows the trend:

s_z² = s_L² − (s_L² − s_T²) S².

Between 0 and 90° the profile narrows with tilt if s_T < s_L and broadens if s_T > s_L. As θ approaches 90° the formula tends to s_T², but the mean depth tends to zero, so half of the Gaussian cloud lies outside the target. That end is a limit of the algebra and does not describe a usable implant.

At small tilt, take the square root with √(1 − q) ≈ 1 − q/2, where q = (s_L² − s_T²)S²/s_L²:

s_z ≈ s_L − (s_L² − s_T²) S²/(2 s_L).

The projected width is s_L √(1 − S²) ≈ s_L − s_L S²/2. The ratio of its decrease to the correct one is s_L²/(s_L² − s_T²), which is 625/301 ≈ 2.1 here. The cosine thus overstates the leading change by a factor of two however small the tilt. Both changes are then small in absolute terms, which is why the fault shows up mainly at large tilt.

### The shape of the depth distribution

A variance does not fix a shape. For the Gaussian response the shape follows by integrating over the two coordinates parallel to the surface. The integral over w gives one. The in-plane density left is

f(x,z) = exp(−Q/2)/(2π s_L s_T),

Q = (u − R_p)²/s_L² + v²/s_T².

A rotation preserves area, so no further factor appears when u and v are replaced by x and z. Measure both coordinates from the centre of the cloud:

X = x − S R_p, Z = z − C R_p.

Then

u − R_p = S X + C Z + (S² + C² − 1)R_p = S X + C Z,

v = C X − S Z + (C S − S C)R_p = C X − S Z.

Insert these and collect powers:

Q = A X² + 2 B X Z + D Z²,

A = S²/s_L² + C²/s_T²,

B = S C (1/s_L² − 1/s_T²),

D = C²/s_L² + S²/s_T².

The depth density requires an integral over X at fixed Z, so complete the square in X:

Q = A (X + B Z/A)² + (D − B²/A) Z².

The remaining coefficient is (A D − B²)/A. Multiplying out,

A D = S²C²/s_L⁴ + S²C²/s_T⁴ + (S⁴ + C⁴)/(s_L² s_T²),

B² = S²C²/s_L⁴ + S²C²/s_T⁴ − 2 S²C²/(s_L² s_T²).

The fourth-power terms cancel in the difference:

A D − B² = (S⁴ + 2 S²C² + C⁴)/(s_L² s_T²) = 1/(s_L² s_T²),

because the bracket is (S² + C²)² = 1. Over a common denominator,

A = (S² s_T² + C² s_L²)/(s_L² s_T²) = s_z²/(s_L² s_T²).

The coefficient of Z² is therefore 1/s_z². The integral over X is that of a Gaussian whose centre is shifted by −B Z/A, and the shift does not change its area:

∫ exp[−A(X + B Z/A)²/2] dX = √(2π/A) = √(2π) s_L s_T/s_z.

Multiplying by the prefactor 1/(2π s_L s_T) gives the depth density

g(z) = exp[−(z − C R_p)²/(2 s_z²)]/(√(2π) s_z).

It is a normalized Gaussian with the variance found from the moments.

### From one entry point to a wide beam

Let F be the beam fluence, the number of ions per unit area of a plane normal to the beam. A beam of cross-section dA covers the larger area dA/C of the surface, so the surface receives F C ions per unit area. If a dose is instead quoted per unit area of wafer surface, the factor C is already contained in it and must not be applied again.

For uniform illumination the concentration at (x, y, z), with y measured along w, is the sum over entry points (x₀, y₀):

N(z) = F C ∫∫ p(x − x₀, y − y₀, z) dx₀ dy₀,

where p is the three-dimensional point response. Substituting x′ = x − x₀ and y′ = y − y₀ turns this into the integral of p over all positions parallel to the surface, which is g(z). Hence

N(z) = F C g(z).

The result does not depend on x or y. The depth variance of a single response, summed over its sideways positions, has become the variance of the measurable profile.

This step was tested by adding point responses directly, without the completed square. Entry points were spaced 3 nm apart on a plane normal to the beam and projected along the beam onto the surface. At tilts of 0, 15, 30, 45 and 60° the summed concentration agreed with the formula at every sampled depth to within one millionth of the peak. The means and widths of the summed profiles were, in nm:

0°: mean 70.0, width 25.0
15°: mean 67.6, width 24.6
30°: mean 60.6, width 23.4
45°: mean 49.5, width 21.8
60°: mean 35.0, width 20.0

R_p, s_L and s_T are held fixed in this list. The mean depth falls faster than the width, so the cloud sits fewer widths below the surface as the tilt grows.

### The example in numbers

Take R_p = 70 nm, s_L = 25 nm, s_T = 18 nm, θ = 30° and F = 3×10¹³ cm⁻². Then

s_z² = 625 × 0.75 + 324 × 0.25 = 468.75 + 81.00 = 549.75 nm²,

so s_z = 23.45 nm, or 2.345×10⁻⁸ m. The mean depth is 70 × 0.8660 = 60.62 nm. The surface dose is 3×10¹³ × 0.8660 = 2.598×10¹³ cm⁻². With s_z = 2.345×10⁻⁶ cm the peak concentration is

N_max = 2.598×10¹³/(2.507 × 2.345×10⁻⁶) = 4.42×10¹⁸ cm⁻³,

or 4.42×10²⁴ m⁻³. Setting N(z) equal to a background N_B and taking the logarithm gives, on the deep side,

z_B = C R_p + s_z √(2 ln(N_max/N_B)).

For N_B = 1×10¹⁷ cm⁻³ the ratio is 44.2, its logarithm 3.79 and the square root 2.753. The crossing lies at 60.62 + 23.45 × 2.753 = 125.2 nm. At 120.8 nm, where the projected width predicts the background value, the correct Gaussian still has 1.6×10¹⁷ cm⁻³.

## Second half: cuts, other shapes and the limits of the law

### Results carried over

The beam makes the angle θ with the inward normal, with C = cos θ and S = sin θ. Displacements along and across the beam in the tilt plane are u and v. Depth and distance along the surface are

z = C u − S v, x = S u + C v.

The mean of u is R_p and U = u − R_p. The straggles are s_L along the beam and s_T across it. For any response with finite variances and ⟨v⟩ = 0,

Var z = C² Var u + S² Var v − 2 S C Cov(u,v).

Axial symmetry removes the covariance and leaves s_z² = s_L² C² + s_T² S². For a Gaussian response, a wide uniform beam of fluence F normal to its direction gives a Gaussian profile of area F C, mean C R_p and variance s_z². The example has R_p = 70 nm, s_L = 25 nm, s_T = 18 nm and θ = 30°, with s_z² = 549.75 nm² and s_z = 23.45 nm.

### A cut through the cloud is narrower than the profile

Consider one point response again and look straight down at a fixed distance x from the entry point. The depth spread along that line is not s_z. To find it, first compute the other two second moments. From x − ⟨x⟩ = S U + C v and zero covariance of u and v,

s_x² = S² s_L² + C² s_T².

Multiplying the deviations of x and z gives

(S U + C v)(C U − S v) = S C U² − S² U v + C² U v − S C v²,

and averaging leaves

Cov(x,z) = S C (s_L² − s_T²).

In the example s_x² = 156.25 + 243.00 = 399.25 nm², and Cov(x,z) = 0.4330 × 301 = 130.3 nm². The covariance is positive: ions that travel further along the surface also tend to lie deeper, because the longer axis of the cloud points along the beam.

For the Gaussian response, hold x fixed. The exponent −Q/2 contains D Z²/2, where Z is the depth measured from the centre of the cloud and

D = C²/s_L² + S²/s_T² = (C² s_T² + S² s_L²)/(s_L² s_T²) = s_x²/(s_L² s_T²).

The term linear in Z moves the centre of the cut and leaves its width unchanged. The variance of the cut is therefore

1/D = s_L² s_T²/s_x² = 202500/399.25 = 507.2 nm².

It is smaller than 549.75 nm². The reason lies in the centre of the cut. Completing the square in Z places it at

Z = X Cov(x,z)/s_x²,

where X is the distance along the surface from the centre of the cloud. Cuts at different x are centred at different depths, and the variance of these centres over the cloud is

[Cov(x,z)/s_x²]² s_x² = Cov(x,z)²/s_x² = 42.6 nm².

Adding it to 507.2 nm² restores 549.75 nm² within rounding. A wide beam superposes all the cuts, so it shows the full variance. The three moments s_x², Cov(x,z) and 1/D were also found by summing the rotated Gaussian on a grid of 2 nm spacing, and they agreed with the formulas.

The limits are in order. At θ = 0 the covariance vanishes and the cut has variance s_L². For s_L = s_T the covariance vanishes at every tilt, and cut and profile agree.

For a wide uniform beam and a Gaussian response, the depth profile is a Gaussian whose variance combines both straggles, and a cut at fixed distance along the surface is narrower than that profile when the two straggles differ and the beam is tilted. What remains is to see what happens near a mask edge, for other cloud shapes, at the target surface, with a spread of beam angles and in a crystal.
